**Numerical tests of the secant law for sky emissivity**

For a flat, isothermal, non-scattering atmosphere at one photon energy, the directional emissivity is \(1-t^{\sec\theta}\), where \(t\) is the zenith transmittance and \(\theta\) the zenith angle. The program integrates absorption, stimulated emission and spontaneous emission by two-state absorbers along each ray, and asserts agreement with this formula at five angles and for a stratified density. It also asserts the thin and near-horizon limits, the hemispherical value \(1-2E_3(\tau)\) with \(\tau=-\ln t\), and the agreement of the integrated Planck radiance with the Stefan-Boltzmann law. In the worked case the emissivity rises from 0.179 overhead to 0.325 at 60° and 0.895 at 85°, with a hemispherical value of 0.292. Further assertions cover air that cools with height, a band with two different cross-sections, and the path through a curved atmosphere. The output shows that cooling with height lowers the apparent emissivity at 60° to 0.188, although the absorptivity is 0.327. For the two-part band, using the mean transmittance gives 0.560 at 60° instead of 0.477.

## Numerical verification

```python
"""
Result under test: a flat, isothermal, non-scattering atmosphere has
directional emissivity 1 - t**sec(theta) at one photon energy.
t: zenith transmittance; theta: zenith angle; tau = -log(t).
n: photon occupation of a mode; kT: thermal energy.
The independent calculation integrates absorption, stimulated emission
and spontaneous emission by two-state absorbers along each ray.
Energies are in eV and lengths in angstrom unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

photon_energy = 0.12
kT_ground = 0.025
height = 1.0e14
density = 1.0e-7
cross_section = 2.0e-8
planet_radius = 6.4e16
kT_drop = 0.006
band_factors = np.array([0.25, 5.0])


def uniform(z):
    return 1.0


def stratified(z):
    return 3.0 * np.exp(-4.0 * z)


def isothermal(z):
    return kT_ground


def cooling(z):
    return kT_ground - kT_drop * z


def ground_occupation(mu, top=0.0, profile=uniform,
                      thermal=isothermal, factor=1.0):
    """Integrate photon gain and loss; z and s are in units of height."""
    def rate(s, n):
        z = 1.0 - mu * s
        boltzmann = np.exp(-photon_energy / thermal(z))
        total = density * profile(z)
        lower = total / (1.0 + boltzmann)
        upper = total * boltzmann / (1.0 + boltzmann)
        gain = upper * (n + 1.0)
        loss = lower * n
        return height * factor * cross_section * (gain - loss)
    result = solve_ivp(rate, (0.0, 1.0 / mu), [top], method="DOP853",
                       rtol=1e-10, atol=1e-13)
    assert result.success
    return result.y[0, -1]


def ray_transmittance(mu, **options):
    """The response to incident photons removes the emitted part."""
    return (ground_occupation(mu, top=1.0, **options)
            - ground_occupation(mu, top=0.0, **options))


planck_n = 1.0 / np.expm1(photon_energy / kT_ground)


def ray_emissivity(mu, **options):
    return ground_occupation(mu, **options) / planck_n


# Closed-form quantities for the uniform model.
boltz = np.exp(-photon_energy / kT_ground)
kappa = density * cross_section * (1.0 - boltz) / (1.0 + boltz)
tau = kappa * height
t_zenith = np.exp(-tau)

# Thermal radiation must pass unchanged through gas at its temperature.
assert abs(ground_occupation(0.5, top=planck_n) / planck_n - 1) < 1e-8
assert abs(ray_transmittance(1.0) - t_zenith) < 1e-8

angles = np.array([0.0, 30.0, 60.0, 75.0, 85.0])
direct = []
formula = []
for angle in angles:
    mu = np.cos(np.radians(angle))
    direct.append(ray_emissivity(mu))
    formula.append(1.0 - t_zenith ** (1.0 / mu))
assert np.allclose(direct, formula, rtol=0, atol=1e-7)

# Thin and near-horizon limits, from the rate equation.
thin_value = ray_emissivity(0.5, factor=0.001)
thin_depth = 2.0 * 0.001 * tau
assert abs(thin_value / thin_depth - 1.0) < thin_depth
assert 1.0 - ray_emissivity(0.01) < 1e-6

# Density may vary with height if temperature does not.
t_strat = ray_transmittance(1.0, profile=stratified)
strat_direct = ray_emissivity(0.5, profile=stratified)
strat_formula = 1.0 - t_strat**2
assert abs(strat_direct - strat_formula) < 1e-7

# Cosine-weighted sky average, using individually integrated rays.
nodes, weights = np.polynomial.legendre.leggauss(24)
mus = 0.5 * (nodes + 1.0)
ray_values = np.array([ray_emissivity(mu) for mu in mus])
hemi_direct = np.sum(weights * mus * ray_values)
hemi = 1.0 - 2.0 * expn(3, tau)
# The tolerance covers the 24-point angular quadrature.
assert abs(hemi_direct - hemi) < 1e-5
sec_equivalent = -np.log(2.0 * expn(3, tau)) / tau
angle_equivalent = np.degrees(np.arccos(1.0 / sec_equivalent))
equivalent_direct = ray_emissivity(1.0 / sec_equivalent)
assert abs(equivalent_direct - hemi_direct) < 1e-5

# Planck radiance in atomic units, then per eV of photon energy.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["atomic unit of length"][0]
time_au = const.physical_constants["atomic unit of time"][0]
light_speed_au = 1.0 / const.fine_structure


def planck_au(omega, theta):
    return (omega**3 / (4 * np.pi**3 * light_speed_au**2)
            / np.expm1(omega / theta))


theta_au = kT_ground / hartree
temperature = kT_ground * const.e / const.k
# Integrate over omega/theta; the omitted tails are below the tolerance.
integral = quad(lambda x: planck_au(x * theta_au, theta_au) * theta_au,
                1e-8, 60.0, epsabs=0, epsrel=1e-10)[0]
total_flux = np.pi * integral * hartree * const.e / (time_au * bohr**2)
stefan_flux = const.sigma * temperature**4
assert abs(total_flux / stefan_flux - 1.0) < 1e-7
radiance = (planck_au(photon_energy / hartree, theta_au)
            / (time_au * (bohr * 1e10)**2))
sky_flux = np.pi * radiance * hemi
sky_flux_si = sky_flux * const.e * 1e20

# Cooling with height separates absorptivity from apparent emissivity.
t_cool = ray_transmittance(1.0, thermal=cooling)
absorb_cool = 1.0 - ray_transmittance(0.5, thermal=cooling)
apparent_cool = ray_emissivity(0.5, thermal=cooling)
assert abs(absorb_cool - (1.0 - t_cool**2)) < 1e-7
assert apparent_cool < absorb_cool - 0.01

# Average two equal half-bands only after following their rays.
t_band = np.array([ray_transmittance(1.0, factor=f)
                   for f in band_factors])
band_true = np.mean([ray_emissivity(0.5, factor=f)
                     for f in band_factors])
band_naive = 1.0 - np.mean(t_band)**2
band_excess = band_naive - band_true
assert band_excess > 0.01
assert abs(band_excess - np.var(t_band)) < 1e-7


def curved_path(angle, radius_ratio):
    """Find where a straight ray leaves a spherical shell."""
    mu = np.cos(np.radians(angle))
    sine = np.sin(np.radians(angle))

    def altitude_error(s):
        distance = np.hypot(radius_ratio * sine,
                            radius_ratio * mu + s)
        return distance - radius_ratio - 1.0
    return brentq(altitude_error, 0.0, 3.0 * radius_ratio,
                  xtol=1e-11)


ratio = planet_radius / height
curved_angles = [60.0, 85.0, 90.0]
paths = []
for angle in curved_angles:
    mu = np.cos(np.radians(angle))
    path = curved_path(angle, ratio)
    closed = np.sqrt((ratio * mu)**2 + 2 * ratio + 1) - ratio * mu
    assert abs(path - closed) < 1e-8
    paths.append(path)
flat_correction = 1.0 - np.tan(np.radians(60))**2 / (2 * ratio)
assert abs(paths[0] / 2.0 - flat_correction) < 2e-5

print(f"Photon energy: {photon_energy:.3f} eV")
print(f"Ground thermal energy: {kT_ground:.3f} eV")
print(f"Ground temperature: {temperature:.2f} K")
print(f"Atmosphere height: {height:.2e} angstrom")
print(f"Absorber density: {density:.2e} angstrom^-3")
print(f"Cross-section: {cross_section:.2e} angstrom^2")
print(f"Upper/lower population ratio: {boltz:.6f} (no unit)")
print(f"Thermal photon occupation: {planck_n:.6f} (no unit)")
print(f"Absorption coefficient: {kappa:.5e} angstrom^-1")
print(f"Zenith optical depth: {tau:.6f} (no unit)")
print(f"Zenith transmittance: {t_zenith:.6f} (no unit)")
for angle, value, predicted in zip(angles, direct, formula):
    print(f"Emissivity at {angle:.0f} deg, rates / formula: "
          f"{value:.6f} / {predicted:.6f}")
print(f"Hemispherical emissivity, rays: {hemi_direct:.6f}")
print(f"Hemispherical emissivity, formula: {hemi:.6f}")
print(f"Equivalent secant: {sec_equivalent:.5f} (no unit)")
print(f"Equivalent angle: {angle_equivalent:.3f} deg")
print(f"Planck radiance: {radiance:.4f} s^-1 angstrom^-2 sr^-1")
print(f"Sky spectral flux: {sky_flux:.4f} s^-1 angstrom^-2")
print(f"Sky spectral flux: {sky_flux_si:.3f} W m^-2 eV^-1")
print(f"Stratified zenith transmittance: {t_strat:.6f}")
print(f"Stratified emissivity at 60 deg, rates / formula: "
      f"{strat_direct:.6f} / {strat_formula:.6f}")
print(f"Cooling case, top thermal energy: {cooling(1.0):.3f} eV")
print(f"Cooling case, zenith transmittance: {t_cool:.6f}")
print(f"Cooling case, absorptivity at 60 deg: {absorb_cool:.6f}")
print(f"Cooling case, apparent emissivity at 60 deg: "
      f"{apparent_cool:.6f}")
print(f"Band cross-section factors: {band_factors[0]:.2f}, "
      f"{band_factors[1]:.2f}")
print(f"Band zenith transmittances: {t_band[0]:.6f}, {t_band[1]:.6f}")
print(f"Band mean zenith transmittance: {np.mean(t_band):.6f}")
print(f"Band emissivity at 60 deg, true: {band_true:.6f}")
print(f"Band emissivity at 60 deg, from mean t: {band_naive:.6f}")
print(f"Band emissivity excess: {band_excess:.6f}")
print(f"Planet radius: {planet_radius:.2e} angstrom")
for angle, path in zip(curved_angles, paths):
    print(f"Curved path / height at {angle:.0f} deg: {path:.5f}; "
          f"emissivity: {-np.expm1(-tau * path):.6f}")
print(f"Flat path / height at 85 deg: "
      f"{1 / np.cos(np.radians(85)):.5f}")
print("checks complete")
```

Running it gives:

```
Photon energy: 0.120 eV
Ground thermal energy: 0.025 eV
Ground temperature: 290.11 K
Atmosphere height: 1.00e+14 angstrom
Absorber density: 1.00e-07 angstrom^-3
Cross-section: 2.00e-08 angstrom^2
Upper/lower population ratio: 0.008230 (no unit)
Thermal photon occupation: 0.008298 (no unit)
Absorption coefficient: 1.96735e-15 angstrom^-1
Zenith optical depth: 0.196735 (no unit)
Zenith transmittance: 0.821408 (no unit)
Emissivity at 0 deg, rates / formula: 0.178592 / 0.178592
Emissivity at 30 deg, rates / formula: 0.203215 / 0.203215
Emissivity at 60 deg, rates / formula: 0.325288 / 0.325288
Emissivity at 75 deg, rates / formula: 0.532392 / 0.532392
Emissivity at 85 deg, rates / formula: 0.895365 / 0.895365
Hemispherical emissivity, rays: 0.292347
Hemispherical emissivity, formula: 0.292347
Equivalent secant: 1.75770 (no unit)
Equivalent angle: 55.325 deg
Planck radiance: 45.1098 s^-1 angstrom^-2 sr^-1
Sky spectral flux: 41.4304 s^-1 angstrom^-2
Sky spectral flux: 663.788 W m^-2 eV^-1
Stratified zenith transmittance: 0.865153
Stratified emissivity at 60 deg, rates / formula: 0.251510 / 0.251510
Cooling case, top thermal energy: 0.019 eV
Cooling case, zenith transmittance: 0.820206
Cooling case, absorptivity at 60 deg: 0.327262
Cooling case, apparent emissivity at 60 deg: 0.187575
Band cross-section factors: 0.25, 5.00
Band zenith transmittances: 0.952006, 0.373934
Band mean zenith transmittance: 0.662970
Band emissivity at 60 deg, true: 0.476929
Band emissivity at 60 deg, from mean t: 0.560470
Band emissivity excess: 0.083542
Planet radius: 6.40e+16 angstrom
Curved path / height at 60 deg: 1.99534; emissivity: 0.324670
Curved path / height at 85 deg: 10.49530; emissivity: 0.873155
Curved path / height at 90 deg: 35.79106; emissivity: 0.999125
Flat path / height at 85 deg: 11.47371
checks complete
```
